# Polarizability of hydrogen from the Hylleraas functional

## Problem

A hydrogen atom in its ground state sits in a weak uniform electric field of strength $F$ along $+z$. The nucleus is a fixed point charge, and relativity and spin are neglected. In atomic units the Hamiltonian without the field, its lowest energy and its ground state are

$$H_0=-\tfrac12\nabla^2-\frac1r,\qquad E_0=-\tfrac12,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi}.$$

The electron has charge $-1$, so the field adds the potential energy $-(-1)Fz=+Fz$. The polarizability $\alpha$ is defined by the second-order term of the energy,

$$E(F)=E_0+FE_1+F^2E_2+\dots,\qquad E_2=-\frac{\alpha}{2}.$$

For a real function $\varphi$ the Hylleraas functional is

$$J[\varphi]=\langle\varphi|H_0-E_0|\varphi\rangle+2\langle\varphi|z|\psi_0\rangle .$$

1. Estimate $\alpha$ from the length and energy scales of the atom.
2. Show that the minimum of $J$ is $E_2$, and say what a trial function that misses the minimum tells us about $\alpha$.
3. Minimize $J$ with $\varphi=a\,z\,\psi_0$.
4. Minimize $J$ with $\varphi=(a\,z+b\,z\,r)\psi_0$. Could a further term improve the result?
5. Find the energy shift and the induced dipole in a field of 0.1 V/Å, and explain how the two trial functions differ.

## Estimate by scaling

The field distorts the atom by mixing into $\psi_0$ a small amount $\eta$ of some normalized function $\chi$ that is odd in $z$. To second order this changes the energy by

$$\Delta E\approx\eta^2\Delta+2\eta FL,\qquad \Delta=\langle\chi|H_0-E_0|\chi\rangle,\quad L=\langle\chi|z|\psi_0\rangle .$$

The first term is the price of exciting the atom. The second is the energy gained by shifting the charge. Setting the derivative with respect to $\eta$ to zero gives $\eta=-FL/\Delta$, hence

$$\Delta E\approx-\frac{F^2L^2}{\Delta},\qquad \alpha\approx\frac{2L^2}{\Delta}.$$

The size of the atom suggests $L\approx1$. For $\Delta$ there are two natural choices: the first excitation energy, $\tfrac12-\tfrac18=\tfrac38$, and the ionization energy, $\tfrac12$. They give $\alpha\approx16/3$ and $\alpha\approx4$. The estimate is therefore 4 to 5.3 cubic bohr, with no control yet over its error.

Scaling also gives the dependence on the nuclear charge, without approximation. For one electron and a nucleus of charge $Z$, put $\mathbf r=\mathbf r'/Z$. Then

$$-\tfrac12\nabla^2-\frac Zr+Fz=Z^2\left[-\tfrac12\nabla'^2-\frac1{r'}+\frac{F}{Z^3}z'\right].$$

The second-order energy is $Z^2(F/Z^3)^2E_2=F^2E_2/Z^4$, so the polarizability falls as $Z^{-4}$. What remains is the number for $Z=1$.

## Exact solution

### The perturbation equations

Insert $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ into $(H_0+Fz)\psi=E\psi$ and collect powers of $F$. The first two orders are

$$(H_0-E_0)\psi_1=(E_1-z)\psi_0,$$
$$(H_0-E_0)\psi_2+z\psi_1=E_1\psi_1+E_2\psi_0 .$$

Multiply each by $\psi_0$ and integrate. The terms with $H_0-E_0$ vanish, because this operator can act to the left, where it gives zero. The first order yields $E_1=\langle\psi_0|z|\psi_0\rangle=0$, since $\psi_0^2$ is even and $z$ is odd. What is left is

$$(H_0-E_0)\psi_1=-z\psi_0,\qquad E_2=\langle\psi_0|z|\psi_1\rangle. \tag{1}$$

The source $-z\psi_0$ is odd, and we take $\psi_1$ odd as well. It is then orthogonal to $\psi_0$.

### Why the functional has $E_2$ as its minimum

Write any trial function as $\varphi=\psi_1+\delta$. Expanding $J$ gives

$$J=\langle\psi_1|H_0-E_0|\psi_1\rangle+2\langle\psi_1|z|\psi_0\rangle+2\langle\delta|(H_0-E_0)\psi_1+z\psi_0\rangle+\langle\delta|H_0-E_0|\delta\rangle .$$

By (1) the third term is zero and the first equals $-\langle\psi_1|z|\psi_0\rangle=-E_2$. The second is $2E_2$. Therefore

$$J[\psi_1+\delta]=E_2+\langle\delta|H_0-E_0|\delta\rangle\ \ge\ E_2. \tag{2}$$

The inequality holds because $E_0$ is the lowest eigenvalue of $H_0$. Since $\alpha=-2E_2$, every trial function gives a lower bound, $-2J[\varphi]\le\alpha$, whose error is quadratic in $\delta$.

The functional also has a direct energy meaning. Take the trial state $\psi_0+F\varphi$ with $\varphi$ odd, and let $N=\langle\varphi|\varphi\rangle$. Its norm is $1+F^2N$. In the expectation value of $H_0+Fz$, parity removes the terms $\langle\psi_0|H_0|\varphi\rangle$, $\langle\psi_0|z|\psi_0\rangle$ and $\langle\varphi|z|\varphi\rangle$. The numerator is thus $E_0+F^2\langle\varphi|H_0|\varphi\rangle+2F^2\langle\varphi|z|\psi_0\rangle$. Subtracting $E_0(1+F^2N)$ from it leaves $F^2J$, so

$$\frac{\langle\psi_0+F\varphi|H_0+Fz|\psi_0+F\varphi\rangle}{1+F^2N}=E_0+\frac{F^2J[\varphi]}{1+F^2N}. \tag{3}$$

Minimizing $J$ is minimizing the energy of the distorted atom at order $F^2$.

### Removing the Coulomb potential from the integrals

Both trial functions have the form $f\psi_0$. The product rule and $(H_0-E_0)\psi_0=0$ give

$$(H_0-E_0)(g\psi_0)=-\tfrac12\psi_0\nabla^2g-\nabla g\cdot\nabla\psi_0. \tag{4}$$

Multiplied by $f\psi_0$, the right-hand side becomes $-\tfrac12f\,\nabla\cdot(\psi_0^2\nabla g)$. Integration by parts moves one derivative to $f$. The surface term at infinity vanishes because $\psi_0^2$ decays exponentially, and nothing arises at the nucleus because the functions $f$ and their gradients are finite there. Hence

$$\langle f\psi_0|H_0-E_0|g\psi_0\rangle=\tfrac12\langle\nabla f\cdot\nabla g\rangle, \tag{5}$$

where $\langle\dots\rangle$ is the average over $\psi_0^2$. The price of the distortion depends on how fast $f$ varies in space.

The averages follow from

$$\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}},$$

so $\langle r\rangle=\tfrac32$, $\langle r^2\rangle=3$, $\langle r^3\rangle=\tfrac{15}2$ and $\langle r^4\rangle=\tfrac{45}2$. In a spherical density $z^2$ may be replaced by $r^2/3$.

### One term

For $f=az$ the gradient has length $|a|$, so the price is $a^2/2$. The gain term is $2a\langle z^2\rangle=2a$. Thus

$$J(a)=\frac{a^2}{2}+2a,\qquad J'(a)=a+2=0,\qquad a=-2,\quad J=-2 .$$

The bound is $\alpha\ge4$. The sign of $a$ is as it should be: the amplitude grows at negative $z$, the side to which the field pushes the electron.

Does this function solve (1)? With $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$, equation (4) reads

$$(H_0-E_0)(f\psi_0)=\psi_0\left(-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}\right). \tag{6}$$

For $f=-2z$ we have $\nabla^2f=0$ and $\partial f/\partial r=-2z/r$. The residual of (1) is

$$(H_0-E_0)\varphi+z\psi_0=z\left(1-\frac2r\right)\psi_0 ,$$

which is not zero. Its overlap with $z\psi_0$ is $\langle z^2\rangle-2\langle z^2/r\rangle=1-\tfrac23\langle r\rangle=0$. One coefficient can satisfy the equation on average, with weight $z\psi_0$, but not at every point.

### Two terms

The residual changes sign with $r$, so the trial function needs freedom in its radial shape. The term $zr$ supplies it. Its gradient is $\nabla(zr)=r\hat{\mathbf z}+z\hat{\mathbf r}$, and $\hat{\mathbf z}\cdot\hat{\mathbf r}=z/r$. The new averages are

$$\langle\nabla z\cdot\nabla(zr)\rangle=\left\langle r+\frac{z^2}{r}\right\rangle=\tfrac32+\tfrac12=2,$$
$$\langle|\nabla(zr)|^2\rangle=\langle r^2+2z^2+z^2\rangle=3+3=6,$$
$$\langle z^2r\rangle=\tfrac13\langle r^3\rangle=\tfrac52 .$$

By (5), the price is $\tfrac12(a^2+2ab\cdot2+6b^2)$, and the functional becomes

$$J(a,b)=\frac{a^2}2+2ab+3b^2+2a+5b .$$

Its derivatives vanish when

$$a+2b+2=0,\qquad 2a+6b+5=0 .$$

Subtracting twice the first equation from the second gives $2b+1=0$. So $b=-\tfrac12$ and $a=-1$. The matrix of second derivatives has diagonal elements 1 and 6 and determinant $1\cdot6-2^2=2$, all positive, so this is a minimum. The value is

$$J=\tfrac12+2\left(-1\right)\left(-\tfrac12\right)+\tfrac34-2-\tfrac52=\tfrac12+1+\tfrac34-\tfrac92=-\tfrac94,\qquad \alpha\ge\tfrac92 .$$

To see whether a further term could help, insert $f=az+bzr$ into (6). We need

$$\nabla^2(zr)=z\nabla^2r+2\nabla z\cdot\nabla r=\frac{2z}r+\frac{2z}r=\frac{4z}r,\qquad \frac{\partial(zr)}{\partial r}=2z .$$

Equation (1) then requires

$$(a-2b)\frac zr+2bz=-z$$

at every point. This holds for $b=-\tfrac12$ and $a=2b=-1$, the same coefficients as before. The minimizer is the first-order function itself,

$$\psi_1=-\left(z+\tfrac12zr\right)\psi_0,\qquad \alpha=\tfrac92 .$$

The bound has become an equality. By (2) no additional term can lower $J$ further.

### What the first-order function determines

The $2n+1$ theorem says that the wavefunction through order $n$ fixes the energy through order $2n+1$. For $n=1$ it promises $E_3$ as well as $E_2$. Here this can be seen directly. With $E_1=0$, the third-order equation is

$$(H_0-E_0)\psi_3+z\psi_2=E_2\psi_1+E_3\psi_0 .$$

Multiplying by $\psi_0$ and integrating gives $E_3=\langle\psi_0|z|\psi_2\rangle$, because $\psi_1$ is orthogonal to $\psi_0$. This seems to need $\psi_2$. But $z\psi_0=-(H_0-E_0)\psi_1$, and the second-order equation gives $(H_0-E_0)\psi_2=E_2\psi_0-z\psi_1$. Therefore

$$E_3=-\langle\psi_1|H_0-E_0|\psi_2\rangle=\langle\psi_1|z|\psi_1\rangle=0 ,$$

the last step by parity. The next correction to the energy is of order $F^4$.

The variational form (2) belongs to the same theorem: an error in $\psi_1$ enters $E_2$ quadratically. Suppose that $\psi_1$ has the right shape but the wrong size, $\varphi=(1+\varepsilon)\psi_1$. Then $\delta=\varepsilon\psi_1$, and $\langle\psi_1|H_0-E_0|\psi_1\rangle=-E_2=\alpha/2$ gives

$$-2J[\varphi]=\alpha(1-\varepsilon^2).$$

The polarizability can also be read from the induced dipole. To first order in $F$ it is $-\langle z\rangle=-2F\langle\psi_0|z|\psi_1\rangle=\alpha F$. With the faulty function this route gives $-2\langle\psi_0|z|\varphi\rangle=\alpha(1+\varepsilon)$, a linear error. For $\varepsilon=0.1$ the functional yields 0.660 Å$^3$, which is 1% below the exact value, and the dipole formula 0.734 Å$^3$, which is 10% above it.

This advantage disappears once the overall size of $\varphi$ has been optimized. For $J[s\varphi]=s^2P+2sQ$ to be stationary at $s=1$ we need $P=-Q$, so $J=Q=\langle\varphi|z|\psi_0\rangle$, and the two formulas coincide. The one-term function gives 4 by either route.

### Numbers for a field of 0.1 V/Å

One atomic unit of length is 0.529177 Å, so

$$\alpha=4.5\times(0.529177\ \text{Å})^3=0.6668\ \text{Å}^3,$$

while the one-term bound is 0.5927 Å$^3$. One atomic unit of field is 51.4221 V/Å, so $F=0.1/51.4221=1.9447\times10^{-3}$. With 27.2114 eV per hartree, the energy shift is

$$-\tfrac12\times4.5\times(1.9447\times10^{-3})^2\times27.2114\ \text{eV}=-2.315\times10^{-4}\ \text{eV}.$$

With $\alpha=4$ it would be $-2.058\times10^{-4}$ eV. The induced dipole is

$$4.5\times1.9447\times10^{-3}\times0.529177\ e\,\text{Å}=4.631\times10^{-3}\ e\,\text{Å}.$$

A calculation that makes no expansion in $F$ can be set beside these values. The full Hamiltonian $H_0+Fz$ was diagonalized in 20 functions $r^{l+k}e^{-r}Y_{l0}$, with $l=0,\dots,3$ and $k=0,\dots,4$. Its lowest state has a shift of $-2.316\times10^{-4}$ eV and a dipole of $4.632\times10^{-3}$ $e\,$Å. These values include higher powers of $F$, so small differences from the second-order results are to be expected.

The expansion has limits. In (3) the correction to the norm must be small. For the exact function

$$N=\langle z^2\rangle+\langle z^2r\rangle+\tfrac14\langle z^2r^2\rangle=1+\tfrac52+\tfrac{15}8=\tfrac{43}8,$$

and $F^2N\approx2\times10^{-5}$ in this field. Far from the nucleus, however, $F\psi_1/\psi_0$ grows as $Fr^2/2$ along the axis, and the first-order form fails when $r$ approaches $\sqrt{2/F}$. Still farther out, near $r=1/(2F)$ on the side $z<0$, the potential energy $-Fr$ falls to $E_0$, and the electron can escape by tunnelling. The atom in a uniform field therefore has no strictly bound state. The polarizability is the coefficient in the expansion, and the finite basis above works because it confines the electron near the nucleus.

## Comparison

The scaling estimate gave 4 or 16/3, depending on the excitation energy chosen. The exact value, 9/2, lies between them. The solution shows what the estimate left out.

The one-term trial function is the estimate with $\chi=z\psi_0$. This function is normalized, since $\langle z^2\rangle=1$. It has $L=1$ and, by (5), $\Delta=\tfrac12$. The guess based on the ionization energy therefore reproduces the one-term result, which is a lower bound, 11% below the exact value. The match is not a general rule: by (5) the normalized function $z\psi_0/\sqrt{\langle z^2\rangle}$ has $\Delta=1/(2\langle z^2\rangle)$, and this equals the ionization energy when the product of $\langle z^2\rangle$ and the ionization energy is $\tfrac12$. The condition holds for the ground state of hydrogen and of every one-electron ion, where $\langle z^2\rangle=1/Z^2$ and the ionization energy is $Z^2/2$, but nothing forces it to hold for another potential.

For the exact distortion take $\chi=\psi_1/\sqrt N$. Then

$$L^2=\frac{E_2^2}N=\frac{81/16}{43/8}=\frac{81}{86},\qquad \Delta=\frac{-E_2}{N}=\frac{9/4}{43/8}=\frac{18}{43},\qquad \frac{2L^2}\Delta=\frac92 .$$

Compared with $z\psi_0$, the exact distortion gives up 6% of $L^2$ but lowers the excitation energy by 16%, from 0.50 to 0.42 hartree. The balance favours the softer distortion.

In space, the difference is one of radial shape. To first order in $F$ the relative change of the density is $2Ff$. On the axis at distance $d$ from the nucleus, on the side $z=-d$, this is

$$4Fd\quad\text{(one term)},\qquad F(2d+d^2)\quad\text{(two terms)}.$$

The values agree at $d=2$ bohr, or 1.06 Å. In the field of 0.1 V/Å they are:

| Distance | One term | Two terms |
|---|---|---|
| 0.5 Å | 0.73% | 0.54% |
| 2.0 Å | 2.94% | 4.25% |

Half the difference between the relative density changes on the two sides of the atom, taken from the diagonalization, is 0.54% and 4.25% at these distances. The one-term function distorts the inner region too much and the outer region too little.

The two faults do not cancel in the dipole. Going from one term to two changes $-f$ from $2z$ to $z+\tfrac12zr$, that is, by $z(\tfrac r2-1)$. The polarizability changes by

$$2\left\langle z^2\left(\frac r2-1\right)\right\rangle=2\left(\tfrac54-1\right)=\tfrac12 .$$

The weight $z^2$ favours large distances, so the gain outside 2 bohr exceeds the loss inside. This is the step from 4 to 9/2.
